# The Quantum Noise Limit of Phase-Insensitive and Phase-Sensitive Amplifiers

A weak laser pulse reaches a receiver whose electronics are noisy. An optical amplifier placed in front lifts the pulse above the electronic noise, but it also amplifies the fluctuations that the light already carries. If it did nothing else, the signal-to-noise ratio of the light would survive. The question is whether quantum mechanics permits an amplifier that adds nothing. The answer depends on the product of the gains of the two quadratures of the field: nothing need be added only when one is amplified and the other reduced by the same factor.

## Setting and conventions

Set $\hbar=1$. The signal is one mode with annihilation operator $a$ and $[a,a^\dagger]=1$. Write $a=X+iP$ with Hermitian quadratures $X,P$. Then $[a,a^\dagger]=-i[X,P]+i[P,X]=-2i[X,P]$, so

$$[X,P]=\tfrac{i}{2}.$$

In a coherent state $|\alpha\rangle$ let $\delta a=a-\alpha$, which annihilates the state. Of the four products in $(\delta a+\delta a^\dagger)^2/4$ only $\delta a\,\delta a^\dagger$ has a nonzero mean, equal to 1. Hence $\mathrm{Var}\,X=1/4$, and likewise $\mathrm{Var}\,P=1/4$.

A linear amplifier is described by

$$X'=g_XX+F_X,\qquad P'=g_PP+F_P,$$

with real nonzero gains. The assumptions are:

1. The device is deterministic: a unitary $U$ acts on signal and internal modes together, and every run is kept.
2. $F_X,F_P$ are built from internal modes. They commute with $X,P$, have zero mean and are uncorrelated with the input.
3. The input is a coherent state, and an ideal homodyne detector reads one chosen quadrature.

The signal-to-noise ratio is SNR = mean²/variance, and the noise figure is $\mathrm{NF}=\mathrm{SNR}_{\rm in}/\mathrm{SNR}_{\rm out}$. In decibels it is $10\log_{10}\mathrm{NF}$.

## Theorem

Under these assumptions

$$(\mathrm{NF}_X-1)(\mathrm{NF}_P-1)\ \ge\ \Big(1-\frac{1}{g_Xg_P}\Big)^2. \tag{1}$$

(a) If the amplifier is phase-insensitive, meaning $g_X=g_P=\sqrt G$ with $G\ge1$ and equal noise in both quadratures, then $\mathrm{NF}\ge 2-1/G$. This bound tends to 2, or 3.01 dB, as $G\to\infty$.

(b) If $g_X=\sqrt G$ and $g_P=1/\sqrt G$, then $\mathrm{NF}_X=1$, or 0 dB, is allowed and can be attained.

The familiar 3 dB is thus a high-gain limit. At $G=2$ the bound is 1.5 (1.76 dB), and at $G=100$ it is 1.99 (2.99 dB).

## Lemma 1: the noise operators cannot commute

*Claim.* $[F_X,F_P]=\frac i2(1-g_Xg_P)$.

*Proof.* Since $X'=U^\dagger XU$ and $P'=U^\dagger PU$, we have $[X',P']=U^\dagger[X,P]U=i/2$. Inserting the linear relations gives

$$\tfrac i2=g_Xg_P[X,P]+g_X[X,F_P]+g_P[F_X,P]+[F_X,F_P].$$

The two middle terms vanish by assumption 2, and the first is $g_Xg_P\,i/2$. Solving for the last term proves the claim. ∎

Unless $g_Xg_P=1$, the noise operators cannot both be zero. They are what keeps the output a legitimate bosonic mode.

## Lemma 2: the least noise

*Claim.* $\mathrm{Var}F_X\,\mathrm{Var}F_P\ge(1-g_Xg_P)^2/16$.

*Proof.* Write $[F_X,F_P]=iC$ with $C=(1-g_Xg_P)/2$. For any real $\lambda$ the operator $(F_X-i\lambda F_P)(F_X+i\lambda F_P)$ has a non-negative mean. Multiplying out,

$$\langle F_X^2\rangle+i\lambda\langle[F_X,F_P]\rangle+\lambda^2\langle F_P^2\rangle
=\langle F_X^2\rangle-\lambda C+\lambda^2\langle F_P^2\rangle\ge0 .$$

A quadratic in $\lambda$ that is never negative has no positive discriminant, so $C^2\le4\langle F_X^2\rangle\langle F_P^2\rangle$. The means of $F_X,F_P$ vanish, so these averages are variances. ∎

## Proof of the theorem

Let the input have mean $x_0$ in $X$. Then $\mathrm{SNR}_{\rm in}=4x_0^2$. At the output the mean is $g_Xx_0$. Because noise and input are uncorrelated, the variances add to $g_X^2/4+\mathrm{Var}F_X$. Therefore

$$\mathrm{NF}_X=4x_0^2\,\frac{g_X^2/4+\mathrm{Var}F_X}{g_X^2x_0^2}
=1+\frac{4\,\mathrm{Var}F_X}{g_X^2}, \tag{2}$$

and the same holds for $P$. Multiplying the two excesses and using Lemma 2,

$$(\mathrm{NF}_X-1)(\mathrm{NF}_P-1)=\frac{16\,\mathrm{Var}F_X\mathrm{Var}F_P}{g_X^2g_P^2}\ge\frac{(1-g_Xg_P)^2}{g_X^2g_P^2},$$

which is (1).

*Part (a).* Both excesses are equal and $g_Xg_P=G$. The square root of (1) gives $\mathrm{NF}-1\ge|1-1/G|=1-1/G$.

The bound is attained by coupling the signal to an internal mode $b$ (the idler) through $H=i\kappa(a^\dagger b^\dagger-ab)$. The Heisenberg equations are $\dot a=i[H,a]=\kappa b^\dagger$ and $\dot b^\dagger=i[H,b^\dagger]=\kappa a$. After time $t$, with $G=\cosh^2\kappa t$,

$$a'=\sqrt G\,a+\sqrt{G-1}\,b^\dagger .$$

Thus $F_X=\sqrt{G-1}\,X_b$ and $F_P=-\sqrt{G-1}\,P_b$. With $b$ in vacuum each has variance $(G-1)/4$, and (2) gives $\mathrm{NF}=1+(G-1)/G=2-1/G$.

*Part (b).* Now $g_Xg_P=1$ and the right side of (1) is zero. Take $H=\frac{i\kappa}{2}(a^{\dagger2}-a^2)$, the model of a degenerate parametric amplifier with an undepleted pump. Since $[a^{\dagger2},a]=-2a^\dagger$, we get $\dot a=\kappa a^\dagger$. Adding and subtracting the conjugate equation gives $\dot X=\kappa X$ and $\dot P=-\kappa P$. With $G=e^{2\kappa t}$,

$$X'=\sqrt G\,X,\qquad P'=P/\sqrt G .$$

There are no noise operators, and $\mathrm{NF}_X=1$. ∎

## Remarks on the meaning

**Half a quantum.** Let $F=F_X+iF_P$. Its symmetrized strength $\frac12\langle FF^\dagger+F^\dagger F\rangle$ equals $\mathrm{Var}F_X+\mathrm{Var}F_P$, because the commutator terms cancel. In case (a) this is at least $(G-1)/2$. Divided by $G$, to refer it to the input, it is $\frac12(1-1/G)$ quanta. The input vacuum measured in the same way is $\frac14+\frac14=\frac12$. Referred to the input, a phase-insensitive amplifier therefore raises the vacuum noise by a factor of at least $2-1/G$, which tends to 2 at high gain.

**Why both quadratures cost more than one.** Referred to the input, the outputs $X'/\sqrt G$ and $P'/\sqrt G$ have commutator $i/(2G)$, which vanishes at high gain. Both can then be read together as classical quantities. The added noise prevents this from revealing $X$ and $P$ of the input more sharply than their commutator permits. An amplifier that enlarges $X$ and shrinks $P$ by the same factor, $g_Xg_P=1$, leaves this commutator at $i/2$ and makes no such joint copy. In general the commutator referred to the input is $i/(2g_Xg_P)$, so gains such as $g_X=100$, $g_P=0.5$ still require noise.

**Equal gain is not sufficient for (a).** Suppose the idler above is squeezed, with $\mathrm{Var}X_b=e^{-2s}/4$ and $\mathrm{Var}P_b=e^{2s}/4$. Then $\mathrm{NF}_X-1=(1-1/G)e^{-2s}$ can be made small at equal gains, while $\mathrm{NF}_P-1$ grows by the inverse factor. Their product still satisfies (1) with equality. This is why the definition of phase-insensitive includes the noise.

**Attenuation and conjugation.** Keep the noise equal in both quadratures. For $g_X=g_P=\sqrt T$ with $T<1$, the modulus in part (a) gives $\mathrm{NF}\ge1/T$, which a beam splitter with vacuum in its other port attains. For $g_P=-g_X$, an amplifier that returns the phase-conjugate signal, $g_Xg_P=-G$ and $\mathrm{NF}\ge2+1/G$.

**Where the limit does not apply.** A heralded amplifier discards runs, so its kept outputs are not given by $U^\dagger XU$ with an unconditioned internal state, and assumption 1 fails. If the input variance is $v$ instead of $1/4$, repeating (2) gives $\mathrm{NF}=1+\mathrm{Var}F/(Gv)\ge1+(1-1/G)/(4v)$. For a noisy input, $v>1/4$, this bound is below $2-1/G$: the same added noise matters less.

## A second view: why the output of a vacuum input looks legal

Suppose that an amplifier multiplied both quadratures by $\sqrt G$ and added nothing. A vacuum input would emerge with variances $G/4$, which respect the uncertainty relation comfortably. The fault appears when the input is entangled with a reference mode $c$ that bypasses the amplifier.

Take a two-mode squeezed vacuum with parameter $s>0$, and abbreviate $K=\cosh2s$, $S=\sinh2s$. Its moments are

$$\tfrac12\langle\{a,a^\dagger\}\rangle=\tfrac12\langle\{c,c^\dagger\}\rangle=\tfrac K2,\qquad\langle ac\rangle=\tfrac S2 .$$

Let the amplifier add variance $V$ to each quadrature. For real $u,v$ form $O=ua'-vc^\dagger$. A legitimate output has $[O,O^\dagger]=u^2-v^2$. Since $OO^\dagger$ and $O^\dagger O$ have non-negative means, $\frac12\langle\{O,O^\dagger\}\rangle\ge\frac12|u^2-v^2|$. For $v>u>0$ this reads

$$u^2\Big(\frac{GK}2+2V\Big)+\frac{v^2K}2-uv\sqrt G\,S\ \ge\ \frac{v^2-u^2}2 .$$

Move everything to the left and choose $v=u\sqrt G\,S/(K-1)$, which minimizes it. This choice obeys $v>u$, because $S/(K-1)=\coth s>1$. With $S^2=(K-1)(K+1)$ the condition becomes

$$u^2\Big[\frac{GK}2+2V+\frac12-\frac{G(K+1)}2\Big]=u^2\Big[2V-\frac{G-1}2\Big]\ge0 .$$

Hence $V\ge(G-1)/4$, the noise found before, for any nonzero entanglement. At $G=100$ it is 24.75, 99 times the vacuum variance.

## The phase-sensitive amplifier in use

With ideal detection the amplifier of part (b) has $\mathrm{NF}_P=1$ as well, since signal and noise in $P$ shrink together. The difference shows once light is lost afterwards. A detector of efficiency $\eta$ acts as a beam splitter that mixes in vacuum: the amplified variance $g^2/4$ becomes $\eta g^2/4+(1-\eta)/4$, and the squared mean becomes $\eta g^2x_0^2$. So

$$\mathrm{NF}=1+\frac{1-\eta}{\eta g^2}.$$

For $\eta=0.8$ and $G=100$, the amplified quadrature has $1+0.25/100=1.0025$ (0.011 dB). The deamplified one has $1+0.25\times100=26$ (14.1 dB). Without an amplifier, $g=1$, the same detector costs 1.25.

If the detector is fixed on the amplified quadrature $X$, the signal must also be aligned with that axis. At angle $\varphi$ its amplitude along $X$ is $|\alpha|\cos\varphi$, while the best input SNR is $4|\alpha|^2$. With ideal detection of $X$ the output SNR is $4|\alpha|^2\cos^2\varphi$, so $\mathrm{NF}=1/\cos^2\varphi$. An error of 5° costs 0.033 dB. If the phase is uniformly random, the mean of $\cos^2\varphi$ is $1/2$, so the output SNR evaluated at each phase and then averaged is half its best value. If runs with different phases are pooled instead, the mean field vanishes, and so does the SNR defined here. These losses belong to the fixed detector axis, since the amplifier itself discards nothing. For known $\varphi$ the best detection angle gives the sum of the two quadrature SNRs, $4|\alpha|^2(\cos^2\varphi/\mathrm{NF}_X+\sin^2\varphi/\mathrm{NF}_P)$. For $\eta=1$ this is the full input SNR at every $\varphi$. For $\eta=0.8$ and $G=100$ the second term is suppressed by $\mathrm{NF}_P=26$, and the phase average is 0.518 of the input SNR, so alignment matters once light is lost after the amplifier.

## A laser medium as the amplifier

Let the medium have an emission coefficient $e$ and a total absorption coefficient $l$ per unit length, with $e>l$. Model a slice $dz$ as an ideal amplifier of gain $1+e\,dz$ followed by a loss of transmission $1-l\,dz$. The first raises the photon number by $e(n+1)dz$, which is stimulated plus spontaneous emission. The two add quadrature variances $e\,dz/4$ and $l\,dz/4$, so

$$\frac{dV}{dz}=(e-l)V+\frac{e+l}4,\qquad V(0)=\frac14 .$$

With $G=\exp[(e-l)z]$, the solution is $V=\frac G4+\frac{e+l}{4(e-l)}(G-1)$. Writing $e+l=2e-(e-l)$ turns it into

$$V=\frac{1+2N}4,\qquad N=\frac{e}{e-l}(G-1),\qquad \mathrm{NF}=\frac{1+2N}{G}. \tag{3}$$

Here $N$ is the number of spontaneous photons in the output mode. For $l=0$ the result is again $2-1/G$.

In a semiconductor with level occupations $f_c,f_v$, emission is proportional to $f_c(1-f_v)$ and band absorption to $f_v(1-f_c)$. For Fermi functions with quasi-Fermi splitting $\Delta\mu$ their ratio, absorption to emission, is $\exp[(\hbar\omega-\Delta\mu)/kT]$. Emission divided by material gain is therefore

$$n_{\rm sp}=\frac1{1-\exp[(\hbar\omega-\Delta\mu)/kT]} .$$

**Photon counting.** The output is $a'=\beta+d$ with $|\beta|^2=Gn_0$ for $n_0$ input photons, and $d$ is Gaussian, phase-independent noise with $\langle d^\dagger d\rangle=N$. The beat of $\beta$ with $d$ contributes $(2N+1)Gn_0$ to the number variance, and $d^\dagger d$ contributes $N(N+1)$. Cross terms are odd in $d$ and vanish. The input has SNR $n_0$. Counting the signal $Gn_0$ above the spontaneous background gives

$$\mathrm{NF}_{\rm count}=\frac{1+2N}G+\frac{N^2+N}{G^2n_0}.$$

For bright signals counting and homodyne detection agree.

## Worked example: a telecom-band semiconductor amplifier

Take rough typical parameters: wavelength 1550 nm, temperature 300 K, net gain $G=100$ (20 dB), length 1 mm, $\Delta\mu=0.84$ eV, internal loss 10 cm⁻¹ and input coupling loss 2 dB.

The photon energy is 0.7999 eV and $kT=0.02585$ eV, so $n_{\rm sp}=1.269$. The net gain coefficient is $\ln100/(0.1\ \mathrm{cm})=46.05$ cm⁻¹, and the material must supply $46.05+10=56.05$ cm⁻¹. This is the gain seen by the guided mode, which is the bulk gain reduced by the mode's partial overlap with the active layer. Then $e=1.269\times56.05=71.13$ cm⁻¹, and $l=71.13-46.05=25.08$ cm⁻¹. Equation (3) gives

$$N=\frac{71.13}{46.05}\times99=152.9,\qquad \mathrm{NF}=\frac{1+305.8}{100}=3.07\ (4.87\ \mathrm{dB}).$$

Coupling loss leaves the light coherent but multiplies its SNR by $T=10^{-0.2}=0.631$, so the total is $3.068/0.631=4.86$ (6.87 dB).

At fixed gain, the budget starts at 2.99 dB for the ideal device. Incomplete inversion raises it to 4.02 dB, internal loss to 4.87 dB and coupling loss to 6.87 dB. The same coupling loss would put a phase-sensitive amplifier at 2 dB, even if it were ideal inside.

Other effects are smaller for these numbers:

- Thermal photons number $3.7\times10^{-14}$ per mode.
- Facets of reflectivity $R=10^{-4}$ give a round-trip field factor $RG=0.01$. The gain ripple is $[(1+0.01)/(1-0.01)]^2$, or 0.17 dB.
- Spontaneous emission over 5 THz in two polarizations, with gain and inversion taken as equal in both and flat over the band, carries roughly $2N\hbar\omega\times5\ \mathrm{THz}=0.196$ mW forward. This exceeds the 0.1 mW output from a 0.001 mW signal, a power measured after the input coupling loss. With a saturation power of 10 mW, integrating material gain times total power over saturation power, for the signal and both directions of emission, gives a first-order gain drop of 0.25 dB. The accompanying change of inversion is not included. The 5 THz band is a chosen value, and both numbers grow with it. A bulk parabolic-band estimate with the gain peak at the signal (electron mass 0.045, hole mass 0.2 to 0.45) gives a width of about 7 to 8 THz, about 0.3 mW and a drop of about 0.33 to 0.35 dB.
- In a 10 GHz signal band, 0.001 mW is 780 photons per mode. A 100 GHz filter passes 20 modes in two polarizations, and their spontaneous beat noise adds $20(N^2+N)/(G^2\times780)=0.06$ to the counting noise figure of the device without coupling loss.

Noise figures of very roughly 6 to 9 dB are often quoted for packaged semiconductor amplifiers. The modelled 6.9 dB lies in that range, but it rests on chosen parameters and is not a test of the model. The example breaks two ideal assumptions, full inversion and freedom from loss, and together they move the figure by 3.9 dB. The total is sensitive to the coupling loss, which enters decibel for decibel, and to the quasi-Fermi splitting. At the same gain and losses, $\Delta\mu=0.82$ eV would give 8.5 dB and $\Delta\mu=0.86$ eV would give 6.3 dB. Carrier heating and variation of the inversion along the device are left out and have not been sized.

Numerical values quoted here were computed with a short program.
